# Kondo Screening Length and a Finite Lead: Asymptotics and First Corrections

## Two temperatures for one segment

A closed lead segment of length 1000 nm, with Fermi velocity $2.5\times10^5$ m/s, has a level spacing corresponding to 6.0 K. As a cutoff of the Kondo logarithm, however, it acts like a temperature of 0.955 K. For a dot with Kondo temperature $T_K=1$ K, the first number suggests that screening is cut off well before it develops; the second puts the segment in the crossover. The factor between them is $2\pi$, and it comes from the first correction to the leading logarithm.

The algebra uses atomic units, $\hbar=e=m_e=1$, with $k_B$ written out. A spin-1/2 dot couples to the end of one ballistic lead channel of velocity $v$ through

$$H_K=J\,\mathbf S\cdot\mathbf s,\qquad J>0,\qquad g=\rho J .$$

Here $\mathbf s$ is the electron spin in the lead orbital $c_\sigma$ next to the dot, and $\rho$ is that orbital's density of states per spin. Energies are measured from the Fermi level, the band is flat between $-D$ and $D$, and lead electrons do not interact.

## The logarithm and the length

Take an electron at the Fermi energy. It can scatter into an empty level at $\epsilon>0$ and back. The energy denominator is $-\epsilon$, and the spin factor is

$$(\mathbf S\cdot\mathbf s)^2=\tfrac3{16}-\tfrac12\mathbf S\cdot\mathbf s ,$$

as the singlet value $-3/4$ and triplet value $1/4$ of $\mathbf S\cdot\mathbf s$ confirm. The exchange part is therefore $+J^2\,\mathbf S\cdot\mathbf s/(2\epsilon)$, times the level's weight in the end orbital.

Alternatively, an electron from a filled level at $-|\epsilon|$ moves first, and the original electron fills the hole. The lead spin matrices then appear in reverse order, giving $3/16+\frac12\mathbf S\cdot\mathbf s$. Exchanging the fermions adds a minus sign, which cancels that of the denominator. The exchange part is again $+J^2\,\mathbf S\cdot\mathbf s/(2|\epsilon|)$. The constants cancel between particles and holes in a symmetric spectrum.

In a segment with level spacing $\Delta$, each level has weight $\rho\Delta$ in the end orbital. Thus

$$g_{\rm eff}=g+g^2\sum_n\frac{\Delta}{2|\epsilon_n|}.\tag{1}$$

A three-level example with energies $-1,0,2$ and unit level weights checks the coefficient. The formula gives $\frac12(1+\frac12)=0.7500$ for the second-order part of the triplet-singlet splitting; many-body diagonalization gives 0.7499.

In a continuum cut off below at energy $E$, particles and holes together give $g_{\rm eff}=g+g^2\ln(D/E)$. Applying this repeatedly to thin energy shells gives $dg/d\ln E=-g^2$, hence

$$\frac1{g(E)}=\frac1g-\ln\frac DE .$$

The coupling diverges at $E=De^{-1/g}$. This one-loop result gives the leading exponential dependence of the Kondo scale at small $g$; higher orders change the prefactor, which can itself depend on $g$. States within energy $E$ of the Fermi level span wave numbers $E/v$ and so resolve lengths of order $v/E$. At $E=k_BT_K$,

$$\xi=\frac{v}{k_BT_K}.\tag{2}$$

Restoring $\hbar$,

$$\xi=\frac{0.16455\ \text{eV nm}}{8.6173\times10^{-5}\ \text{eV}}
=1910\ \text{nm}=1.91\times10^4\ \text{Å}.$$

Hence $L/\xi=0.52$ for the segment. Since $\xi$ is a crossover scale, this ratio alone does not settle the question.

## A closed segment: the correction to the logarithm

With a reflecting far end, successive standing waves differ by $\pi/L$ in wave number, so

$$\Delta=\frac{\pi v}{L},\qquad \frac{\Delta}{k_BT_K}=\frac{\pi\xi}{L}.$$

The example gives $\Delta=5.17\times10^{-4}$ eV, or 6.0 K. Put the Fermi level midway between levels: $\epsilon_n=(n+\frac12)\Delta$ for all integers $n$. This is the off-resonance case, with an even number of lead electrons.

Let $D=N\Delta$. Positive and negative levels contribute equally to (1), and the sum becomes

$$\sum_{n=0}^{N-1}\frac1{n+1/2}
=2\sum_{n=0}^{N-1}\frac1{2n+1}=2H_{2N}-H_N .$$

The last step subtracts the even terms, $H_N/2$, from the harmonic number $H_{2N}$. With $H_N=\ln N+\gamma+O(1/N)$, where $\gamma$ is Euler's constant,

$$\sum_{n=0}^{N-1}\frac1{n+1/2}
=\ln\frac D\Delta+\gamma+2\ln2+O(N^{-1}).\tag{3}$$

The leading logarithm alone would place the cutoff at $\Delta$. The constant lowers it.

For comparison, consider an infinite lead at temperature $T$. A particle process needs an empty level, with probability $1-f$; a hole process needs a filled one, with probability $f$. Their sum gives $(1-2f)/(2\epsilon)=\tanh(\epsilon/2k_BT)/(2\epsilon)$. The logarithm becomes

$$I_T=\int_0^D\frac{\tanh(\epsilon/2k_BT)}{\epsilon}\,d\epsilon .$$

To find its constant, use the partial fractions

$$\pi\tan\pi x=-\sum_{n=-\infty}^{\infty}\frac1{x-n-1/2},\tag{4}$$

summed symmetrically. Both sides have the same poles and residues. Their difference is periodic, bounded and odd, and therefore zero. Setting $x=ia$ with $a=\epsilon/(2\pi k_BT)$, and pairing $n$ with $-n-1$, gives

$$\pi\tanh\pi a=\sum_{m\ge0}\frac{2a}{a^2+(m+1/2)^2}.$$

Since $d\epsilon/\epsilon=da/a$, integration up to $M=D/(2\pi k_BT)$ yields

$$I_T=\frac2\pi\sum_{m\ge0}\frac{1}{m+1/2}
\arctan\frac{M}{m+1/2}.$$

This is the sum in (3) with a smooth upper cutoff at $M$. For large $M$, the sum with the smooth cutoff minus that with a sharp one is

$$\int_0^\infty\frac{du}{u}\left[\frac2\pi\arctan\frac1u-\Theta(1-u)\right].$$

Below $u=1$ the bracket is $-(2/\pi)\arctan u$; above it, $(2/\pi)\arctan(1/u)$. The substitution $u\to1/u$ maps one part onto minus the other, so the integral vanishes. Therefore

$$I_T=\ln\frac{D}{2\pi k_BT}+\gamma+2\ln2+\cdots .$$

Comparison with (3) gives the equivalent temperature

$$k_BT^*=\frac{\Delta}{2\pi}=\frac{v}{2L},\qquad
\frac{T^*}{T_K}=\frac{\xi}{2L}.\tag{5}$$

Numerically, $T^*=5.999\ \text{K}/(2\pi)=0.955$ K. This equivalence concerns the second-order logarithm; it does not make the segment a thermal system. Because $T^*$ is close to $T_K$, the one-loop coupling is outside its range of validity. A strong-coupling picture is needed.

## The unpaired moment in mean field

Represent the dot spin by one auxiliary fermion $f_\sigma$, with $n_f=1$, and define $B=\sum_\sigma f_\sigma^\dagger c_\sigma$. The completeness relation of the Pauli matrices gives

$$\mathbf S\cdot\mathbf s=
\frac12\sum_{\sigma\sigma'}f_\sigma^\dagger f_{\sigma'}
c_{\sigma'}^\dagger c_\sigma-\frac14n_fn_c .$$

In $BB^\dagger=\sum f_\sigma^\dagger c_\sigma c_{\sigma'}^\dagger f_{\sigma'}$, insert $c_\sigma c_{\sigma'}^\dagger=\delta_{\sigma\sigma'}-c_{\sigma'}^\dagger c_\sigma$. Moving $f_{\sigma'}$ past two lead operators costs no sign, so the double sum equals $n_f-BB^\dagger$. Hence

$$\mathbf S\cdot\mathbf s=-\frac12BB^\dagger+\frac12n_f-\frac14n_fn_c .$$

The commutator $[B,B^\dagger]=n_f-n_c$ lets us symmetrize the product. For $n_f=1$ the terms in $n_c$ cancel:

$$\mathbf S\cdot\mathbf s=-\tfrac14(BB^\dagger+B^\dagger B)+\tfrac14 .$$

Mean field replaces one factor by its average. With real $b=\langle f_\sigma^\dagger c_\sigma\rangle$ per spin, $\langle B\rangle=2b$, and the interaction becomes $V(B+B^\dagger)$ plus a constant, with $V=-Jb$. The constraint $n_f=1$ is then kept on average, by a dot level at zero energy.

The dot level couples to each segment level with amplitude $t=V\sqrt{\rho\Delta}$. For an eigenstate with energy $E$,

$$E\phi_f=t\sum_n\phi_n,\qquad
(E-\epsilon_n)\phi_n=t\phi_f .$$

Eliminate $\phi_n$, apply (4), and define $\Gamma=\pi\rho V^2=\pi t^2/\Delta$:

$$E=t^2\sum_n\frac1{E-\epsilon_n}
=-\Gamma\tan\frac{\pi E}{\Delta}.\tag{6}$$

Normalization gives the dot weight

$$Z_E=\left[1+t^2\sum_n\frac1{(E-\epsilon_n)^2}\right]^{-1}.$$

The sum of squares is minus the derivative of the sum in (6), namely $(\pi/\Delta)^2\sec^2(\pi E/\Delta)$. Equation (6) also gives $\sec^2(\pi E/\Delta)=1+E^2/\Gamma^2$. Thus

$$Z_E=\frac{1}{1+(\pi\Gamma/\Delta)(1+E^2/\Gamma^2)}.\tag{7}$$

There is a root at $E=0$. The negative levels hold two electrons each and carry no net spin; the remaining electron occupies the zero mode. Its weight on the dot,

$$Z=\frac1{1+\pi\Gamma/\Delta}=\frac1{1+\Gamma L/v},\tag{8}$$

is the share of the unpaired moment left there. The rest is spread over the segment. Adopt the convention that the bulk half-width is $k_BT_K$. If the segment kept this bulk width, then $Z=1/(1+L/\xi)=0.656$.

The segment also changes $\Gamma$. The first eigenstate equation gives the end-orbital amplitude $E\phi_f/V$, so $b=\sum_{E<0}EZ_E/V$. The zero mode contributes nothing. From $V=-Jb$, symmetry of the spectrum and $V^2=\Gamma/(\pi\rho)$,

$$\frac1g=\frac\pi\Gamma\sum_{0<E<D}EZ_E .\tag{9}$$

## Long segments: the first finite-size term

For $L\gg\xi$, label the roots smoothly by

$$\theta(E)=\frac E\Delta-\frac1\pi\arctan\frac\Gamma E .$$

Positive roots have $\theta=n+1/2$ with $n\ge0$, and $E\to0^+$ gives $\theta=-1/2$. Differentiation gives

$$\theta'(E)=\frac1\Delta+\frac{\Gamma}{\pi(E^2+\Gamma^2)},$$

and comparison with (7) shows that

$$\frac\pi\Gamma EZ_E=\frac{E}{E^2+\Gamma^2}\frac{dE}{d\theta}\equiv h(\theta).$$

The sum in (9) thus samples $h$ at unit intervals from $\theta=-1/2$, where $h=0$. At this lower end the Euler–Maclaurin formula adds $-h'(-1/2)/12$ to the integral. Near $E=0$, $h\simeq(E/\Gamma^2)\,dE/d\theta$, and therefore

$$h'(-1/2)=\frac1{\Gamma^2}\left(\frac{dE}{d\theta}\right)^2_{E=0}
=\frac{\Delta^2}{\Gamma^2}
\left(1+\frac{\Delta}{\pi\Gamma}\right)^{-2}.$$

The upper-end error vanishes as $D/\Delta\to\infty$. For $D\gg\Gamma$ the integral of $E/(E^2+\Gamma^2)$ is $\ln(D/\Gamma)$. In the bulk limit this gives $1/g=\ln(D/k_BT_K)$, the same exponential scale as before. For the segment,

$$\ln\frac{k_BT_K}{\Gamma}
=\frac{\Delta^2}{12\Gamma^2}+O\!\left(\frac{\Delta^3}{\Gamma^3}\right).$$

The right side is already small, so $\Gamma$ may be replaced there by $k_BT_K$:

$$\frac\Gamma{k_BT_K}=1-\frac{\pi^2}{12}\frac{\xi^2}{L^2}
+O\!\left(\frac{\xi^3}{L^3}\right).$$

Insertion in (8) yields

$$\frac1Z=\frac L\xi+1-\frac{\pi^2}{12}\frac\xi L
+O\!\left(\frac{\xi^2}{L^2}\right),\tag{10}$$

or $Z=\xi/L-(\xi/L)^2+\cdots$. The leading term says that the moment on the dot vanishes in a long segment. The first correction comes from the dot's own weight in the normalization; the narrowing of the resonance enters one order later.

At $L=20000$ nm, $L/\xi=10.47$, and (10) gives $1/Z=10.47+1-0.08=11.39$, hence $Z=0.088$. The full mean-field solution also gives 0.088. At 5000 nm, (10) gives 0.303 against 0.292, so higher terms are visible.

## Short segments: the opposite limit

When $\Gamma\ll\Delta$, write $\epsilon=(n+\frac12)\Delta$. Equation (6) gives $E\simeq\epsilon+\Gamma\Delta/(\pi\epsilon)$. Expanding (7),

$$\frac\pi\Gamma EZ_E\simeq\frac\Delta E
\left(1-\frac{\Gamma\Delta}{\pi E^2}\right)
\simeq\frac\Delta\epsilon
\left(1-\frac{2\Gamma\Delta}{\pi\epsilon^2}\right).$$

One half of the correction comes from the lower weight, the other from the shifted energy. The zeroth-order sum is (3). For the correction,

$$\sum_{n\ge0}\frac1{(n+1/2)^3}
=8\sum_{n\ge0}\frac1{(2n+1)^3}=7\zeta(3),$$

because the odd terms make up $7/8$ of $\zeta(3)=\sum_{k\ge1}k^{-3}$. Setting the total equal to $\ln(D/k_BT_K)$ gives

$$\ln\frac L{L_c}=\frac{14\zeta(3)}\pi\frac\Gamma\Delta+\cdots,
\qquad L_c=\frac{\pi\xi}{4e^\gamma}.\tag{11}$$

Here $L_c=842$ nm. The 1000 nm segment lies just above it: $\ln(1000/842.1)=0.172$, and with $14\zeta(3)/\pi=5.36$ one finds $\Gamma/\Delta=0.032$. Equation (8) then gives $Z\simeq0.91$. The full solution has $\Gamma/k_BT_K=0.206$ and $Z=0.903$; direct diagonalization of the mean-field problem with a finite band gives 0.902.

Below $L_c$ mean field has no hybridized solution and returns $Z=1$, as at 500 nm. This sharp threshold is an artefact. For any small $J>0$, the exchange mixes in states where a lead electron is excited and the dot spin is flipped, with amplitude of order $g$. The dot moment is then already reduced at order $g^2$: summing over particle-hole pairs gives a relative loss of $(g^2/2)\ln(D/\Delta)$ plus a constant times $g^2$. The values 0.66 and 0.90 at 1000 nm are thus two estimates, not bounds.

## Resonance and an open far end

Now place a segment level at the Fermi energy and occupy it with one electron. For $g\ll1$, its first-order coupling to the dot is $g\Delta\,\mathbf S\cdot\mathbf s_0$, where $\mathbf s_0$ is that electron's spin. To first order the singlet lies below the triplet by $g\Delta$. By (1), the other levels replace $g$ by $g+g^2[\ln(D/\Delta)+\gamma]$, so the bare value holds only for $g\ln(D/\Delta)\ll1$; with $D=24\Delta$ and $g=0.20$, which gives $\Delta=6k_BT_K$, the second-order term is already 0.75 of the first. A singlet therefore forms even when $L\ll\xi$, but its partner then occupies mainly one standing wave, not the extended bulk cloud. As $L$ approaches $\xi$, the exchange mixes in other standing waves, and both this picture and the perturbative splitting become rough.

If the far end opens into a long lead, let a barrier there reflect with amplitude $r$, and set $\phi=2\epsilon L/v$. One round trip multiplies a wave by $q=-re^{i\phi}$; the sign makes $\epsilon=0$ off resonance. A unit source at the dot end produces a total outgoing wave $A=1+qA$, hence $A=1/(1-q)$. The returning wave is $qA$, and the field at the end is $(1+q)/(1-q)$. Its real part gives the local density of states relative to a reflection-free lead:

$$\frac{\rho(\epsilon)}{\rho_0}=\frac{1-|q|^2}{|1-q|^2}
=\frac{1-r^2}{1+r^2+2r\cos\phi}.\tag{12}$$

As $r\to0$ the ratio tends to 1 at every energy, whatever the value of $L$. A segment boundary without reflection is invisible to the dot. At transmission $1-r^2=0.99$ the density ranges from 0.82 to 1.22; at 0.90, from 0.52 to 1.92; at 0.10, from 0.026 to 38. The last case approaches a set of separate levels.

## Reading the numbers for a device

The parameters are meant for a quantum dot with a single-mode lead cut from a high-mobility semiconductor two-dimensional electron gas. The velocity is that of the unconfined gas at a density near $3.6\times10^{11}$ cm$^{-2}$; keeping it in a single mode needs a strongly confined wire, such as an etched or cleaved-edge one, not an ordinary split-gate channel. The effective mass 0.07, permittivity 13 and mobility $10^6$ cm²/Vs are rough typical values; $T_K=1$ K is on the high side for such dots. A lower $T_K$ lengthens $\xi$ in inverse proportion.

The assumption most clearly broken in a closed segment is that of non-interacting lead electrons. The capacitance of a wire 30 nm thick, with its axis 100 nm from a gate, gives a charging energy of about $5.7\times10^{-4}$ eV, or $1.1\Delta$. At fixed segment charge this is a constant within the exchange model, since $\mathbf S\cdot\mathbf s$ does not change the number of lead electrons. It can, however, alter $J$ through the virtual charge transfers that generate the exchange. From $k_BT_K=De^{-1/g}$, a small change obeys $\delta\ln T_K=\delta g/g^2$, so the effect on $\xi$ may be large. Its size depends on the dot's charging energies, which are not specified here. A shift of $T_K$ from 1 K to 1.91 K would already bring $\xi$ down to $L$.

The charging energy is only the uniform part of the interaction. Density waves inside the wire also interact, and that part does not drop out at fixed charge. Its strength is measured by the Luttinger parameter, which is 1 for free electrons. With the charging energy $e^2/C$ above, it is roughly $K=[1+2(e^2/C)/\Delta]^{-1/2}\simeq0.56$. The example wire is thus strongly interacting, which changes the density of states at its end and the relation between $J$ and $T_K$. The values of $T^*$ and $Z$ given here belong to the non-interacting model and are not quantitative predictions for such a wire.

The other estimated effects are smaller. Band curvature changes adjacent level spacings by about 2%. For a hard-wall channel 30 nm wide, the second subband lies 0.018 eV above the first, beyond the Fermi energy of 0.012 eV. This holds only for such tight confinement. Split gates 100 nm above the gas give a soft potential with a subband spacing of a few meV, about 0.006 eV at most; one mode then requires a kinetic energy below that spacing. For spacings of 0.002 and 0.006 eV this means $v$ below $1.0\times10^5$ and $1.7\times10^5$ m/s, and $\xi$ below about 770 and 1330 nm at $T_K=1$ K, so $L/\xi$ must be recomputed for such a lead. The mobility implies a mean free path of about 10000 nm, though a narrow channel may have a shorter one. The 5000 nm segment is already half this length and the 20000 nm one exceeds it; these cases illustrate the expansion rather than a ballistic device. At 0.05 K the thermal energy is 0.8% of $\Delta$.

Within the model of non-interacting lead electrons, and for the stated $T_K$, the decision depends on the far end. If the segment is closed and off resonance, it interrupts the development of bulk screening: a substantial part of the unpaired moment stays on the dot. The mean-field estimates of this share, 0.66 and 0.90, are not bounds. The upper one lies close to the artificial threshold at $L_c$ and is too high; the actual share may lie below both, and it depends on the convention chosen for $T_K$. If it is closed with a singly occupied resonant level, the dot forms a singlet with electrons confined to the segment; at this length the partner is mostly, but not entirely, in the resonant standing wave. If it continues without reflection into a long lead, the one-micrometre length imposes no cutoff. The numerical output below lists the values for the other lengths and barriers.

## Values computed for the example and the checks

```
Input TK: 1.0 K
Input Fermi velocity: 2.50e+05 m/s
Input segment length L: 1000 nm
Fermi velocity: 0.11428 atomic units
kB TK: 3.1668e-06 hartree
hbar v: 0.16455 eV nm
kB TK: 8.6173e-05 eV
Screening length xi: 1909.6 nm = 19096 angstrom
L/xi: 0.5237 (no unit)
TK at which xi equals L: 1.910 K
Level spacing Delta: 5.1696e-04 eV = 5.999 K
Delta/(kB TK): 5.999 (no unit)
Equivalent cutoff temperature T*: 0.955 K
Mean-field threshold length L_c: 842.1 nm
Self-consistent Gamma/(kB TK): 0.2061 (no unit)
Dot share Z, bulk Gamma: 0.656 (no unit)
Dot share Z, self-consistent: 0.903 (no unit)
Dot share Z, direct diagonalization: 0.902 (no unit)
L = 500 nm: Z bulk Gamma 0.792, self-consistent 1.000
L = 2000 nm: Z bulk Gamma 0.488, self-consistent 0.577
L = 5000 nm: Z bulk Gamma 0.276, self-consistent 0.292
L = 20000 nm: Z bulk Gamma 0.087, self-consistent 0.088
Barrier transmission 0.10: relative density min 0.026, max 37.974
Barrier transmission 0.90: relative density min 0.519, max 1.925
Barrier transmission 0.99: relative density min 0.818, max 1.222
Barrier transmission 1.00: relative density min 1.000, max 1.000
Second-order coefficient, diagonalization: 0.7499
Second-order coefficient, formula: 0.7500
Rough inputs: mass 0.07 m_e, permittivity 13, mobility 1e+06 cm2/Vs
Rough inputs: width 30 nm, gate distance 100 nm, temperature 0.05 K
Fermi energy in the channel: 0.01244 eV
Second subband above the first: 0.01791 eV
Segment charging energy e^2/C: 5.73e-04 eV
Charging energy/Delta: 1.11 (no unit)
Curvature, change of adjacent spacing: 2.08 %
Mean free path from mobility: 9950 nm
Thermal energy/Delta: 0.0083 (no unit)
Thermal length hbar v/(kB T): 38191 nm
```
